# When does a columnar grain in a thin film grow?

**Question**

A flat metal film has thickness $h=50$ nm. A cylindrical grain of radius $r$ runs through it from the bottom face to the top face and lies wholly inside one much larger grain, the matrix. The two crystals differ in orientation, so their faces have different energies.

Replacing matrix by the cylindrical grain lowers the energy of the top and bottom faces, taken together, by $\Delta\gamma=0.1$ J/m² of film area. This is the sense in which the grain "gains" surface energy. The boundary between the two crystals costs $\gamma_b=0.6$ J/m² of boundary area. Take both energies as constants. The boundary energy is assumed to depend neither on direction around the cylinder nor on any lean of the wall. Until part (e), take the boundary to be vertical.

**(a)** Write the energy $E(r)$ of the film with the grain, measured from that of the film with matrix in its place.

**Model answer.** Two areas change when the grain is present.

The side wall is new. Its perimeter is $2\pi r$ and its height is $h$, so it adds the energy $2\pi rh\gamma_b$.

The grain covers the film area $\pi r^2$. Each unit of this area lowers the energy by $\Delta\gamma$. Since $\Delta\gamma$ already includes both faces, there is no further factor of two. Therefore

$$E(r)=2\pi rh\gamma_b-\pi r^2\Delta\gamma .$$

The cost grows as $r$ and the gain as $r^2$. The cost therefore dominates for a small grain and the gain for a large one. The thickness enters the cost alone, because a thicker film has a taller wall but no more face area.

**(b)** Find the radius at which the energy is stationary, decide whether it is a maximum or a minimum, and evaluate it.

**Model answer.** Differentiating term by term gives

$$\frac{dE}{dr}=2\pi h\gamma_b-2\pi r\Delta\gamma=2\pi\left(h\gamma_b-r\Delta\gamma\right).$$

This vanishes when $r\Delta\gamma=h\gamma_b$, that is, at

$$r^*=\frac{h\gamma_b}{\Delta\gamma}.$$

The second derivative is

$$\frac{d^2E}{dr^2}=-2\pi\Delta\gamma<0,$$

so the energy has a maximum there. With the given values,

$$r^*=\frac{50\ \text{nm}\times0.6\ \text{J/m}^2}{0.1\ \text{J/m}^2}=300\ \text{nm}=0.3\ \mu\text{m}.$$

The critical diameter is twelve times the film thickness. The ratio is large because the boundary energy is six times the face-energy gain.

**(c)** Find the pressure that drives the wall outward. Use it to show which grains grow and which shrink, and evaluate it at 200, 300 and 400 nm.

**Model answer.** Let the wall move outward by $dr$. It sweeps the volume $2\pi rh\,dr$, and the energy released is $-dE$. The driving pressure $P$ is the energy released per swept volume:

$$P=-\frac{1}{2\pi rh}\frac{dE}{dr}
=-\frac{2\pi(h\gamma_b-r\Delta\gamma)}{2\pi rh}
=\frac{\Delta\gamma}{h}-\frac{\gamma_b}{r}.$$

The first term is the pull of the faces, shared over the film thickness. The second is the inward pressure of a curved wall that lowers its energy by shortening. Since $\Delta\gamma/h=\gamma_b/r^*$, the result can also be written as

$$P=\gamma_b\left(\frac1{r^*}-\frac1r\right).$$

Assume that the wall moves with velocity $dr/dt=mP$, where the mobility $m$ is positive. The sign of $P$ then fixes the direction of motion:

- If $r<r^*$, then $1/r>1/r^*$, so $P<0$ and the grain shrinks.
- If $r=r^*$, then $P=0$ and the grain is balanced.
- If $r>r^*$, then $P>0$ and the grain grows.

Within this model, then, the grain grows only if its radius exceeds 300 nm. The balance at 300 nm is unstable: a slightly larger grain is driven to become larger still, and a slightly smaller one to become smaller.

For the numbers, the pull of the faces is

$$\frac{\Delta\gamma}{h}=\frac{0.1\ \text{J/m}^2}{50\times10^{-9}\ \text{m}}=2.0\ \text{MPa}.$$

The curvature term is 3.0 MPa at 200 nm, 2.0 MPa at 300 nm and 1.5 MPa at 400 nm. Hence

$$P(200)=-1.0\ \text{MPa},\qquad P(300)=0,\qquad P(400)=+0.5\ \text{MPa},$$

with the radii in nanometres.

The limits agree with this picture. For a very large grain the wall is nearly straight, and $P$ approaches 2.0 MPa. For a very small one, $P\approx-\gamma_b/r$, and the faces hardly matter. If $\Delta\gamma$ tends to zero, $r^*$ tends to infinity and every such grain shrinks. If $\Delta\gamma$ is negative, both terms of $P$ are negative and there is no critical radius. At fixed $\gamma_b$ and $\Delta\gamma$, halving the film thickness halves $r^*$.

**(d)** At what radius does the grain have the same energy as the matrix it replaced? How high is the energy barrier, and can thermal fluctuations at 700 K carry a small grain over it?

**Model answer.** Factoring the energy gives

$$E(r)=\pi r\left(2h\gamma_b-r\Delta\gamma\right).$$

Apart from $r=0$, it vanishes at

$$r=\frac{2h\gamma_b}{\Delta\gamma}=2r^*=600\ \text{nm}.$$

This is not the threshold for growth. A grain of radius 400 nm still has $E>0$, yet it grows, because a further increase in radius lowers its energy. The slope of $E$ decides the motion, not its sign.

For the barrier, insert $h\gamma_b=r^*\Delta\gamma$ into the energy:

$$E(r)=2\pi rr^*\Delta\gamma-\pi r^2\Delta\gamma
=\pi\Delta\gamma\left[r^{*2}-(r^*-r)^2\right].$$

The last form follows from $(r^*-r)^2=r^{*2}-2rr^*+r^2$. At $r=r^*$ the energy is

$$E^*=\pi r^{*2}\Delta\gamma=\frac{\pi h^2\gamma_b^2}{\Delta\gamma}.$$

Numerically,

$$E^*=\pi(300\times10^{-9}\ \text{m})^2(0.1\ \text{J/m}^2)=2.83\times10^{-14}\ \text{J},$$

which is about $1.8\times10^5$ eV. At 700 K, $k_BT=0.0603$ eV, so $E^*/k_BT\approx2.9\times10^6$. A grain cannot be expected to form from nothing and reach the critical size by fluctuation.

A grain that already has radius $r<r^*$ faces the smaller barrier

$$E^*-E(r)=\pi\Delta\gamma(r^*-r)^2=E^*\left(1-\frac r{r^*}\right)^2.$$

This is comparable with $k_BT$ only if $1-r/r^*$ is about $\sqrt{k_BT/E^*}$, which is less than one thousandth. For uniform changes of radius, temperature therefore hardly blurs the threshold. With no other driving force, a grain that is to grow must start above it, for example because it was deposited at that size.

**(e)** The wall need not stay vertical. Let its radius $\rho(z)$ vary with height $z$, and let the bottom and top faces contribute $\Delta\gamma_1$ and $\Delta\gamma_2$ to the gain, with $\Delta\gamma_1+\Delta\gamma_2=\Delta\gamma$. Both are non-negative and smaller than $\gamma_b$. Find the balanced shape. How far does it depart from the cylinder of part (b) if the gain is shared equally, and if it comes from the top face alone?

**Model answer.** A ring of wall of height $dz$ has area $2\pi\rho\sqrt{1+\rho'^2}\,dz$, where $\rho'=d\rho/dz$. Write $q=\sqrt{1+\rho'^2}$. The energy is

$$E=2\pi\gamma_b\int_0^h\rho q\,dz-\pi\Delta\gamma_1\rho(0)^2-\pi\Delta\gamma_2\rho(h)^2.$$

Change the shape by a small $\delta\rho(z)$. Since $\delta q=\rho'\delta\rho'/q$, the wall term changes by

$$2\pi\gamma_b\int_0^h\left(q\,\delta\rho+\frac{\rho\rho'}q\,\delta\rho'\right)dz.$$

Integrating the second part by parts turns this into

$$2\pi\gamma_b\int_0^h\left[q-\frac{d}{dz}\left(\frac{\rho\rho'}q\right)\right]\delta\rho\,dz
+2\pi\gamma_b\left[\frac{\rho\rho'}q\,\delta\rho\right]_0^h.$$

The face terms change by $-2\pi\Delta\gamma_1\rho(0)\delta\rho(0)-2\pi\Delta\gamma_2\rho(h)\delta\rho(h)$. In balance the total change vanishes for every $\delta\rho$, so the interior and each end must vanish separately.

*The ends.* At the top, $\gamma_b\rho\rho'/q=\Delta\gamma_2\rho$. At the bottom the lower limit of the bracket brings a minus sign, so $-\gamma_b\rho\rho'/q=\Delta\gamma_1\rho$. Let $\theta_i$ be the lean of the wall from the vertical at face $i$, positive if the grain widens toward that face. Then $|\rho'|/q=\sin\theta_i$, and

$$\sin\theta_i=s_i,\qquad s_i=\frac{\Delta\gamma_i}{\gamma_b}.$$

*The interior.* The derivative is

$$\frac{d}{dz}\left(\frac{\rho\rho'}q\right)=\frac{\rho'^2}{q}+\frac{\rho\rho''}{q^3},$$

because $(\rho'/q)'=\rho''/q^3$. Setting it equal to $q$ and using $q-\rho'^2/q=1/q$ gives

$$\rho\rho''=q^2=1+\rho'^2.$$

The function $\rho=a\cosh[(z-z_0)/a]$ satisfies this equation: its slope is $\sinh[(z-z_0)/a]$, and both sides equal $\cosh^2[(z-z_0)/a]$. Its two constants can match any starting radius and slope, so it is the general solution. The shape is a catenoid, with waist radius $a$ at height $z_0$.

*Fixing the constants.* For this shape $\rho'/q=\tanh[(z-z_0)/a]$. The end conditions become

$$\tanh\frac{h-z_0}{a}=s_2,\qquad \tanh\frac{z_0}{a}=s_1.$$

Taking inverse functions and adding removes $z_0$:

$$a=\frac{h}{\operatorname{artanh}s_1+\operatorname{artanh}s_2}.$$

Since $1/\cosh^2u=1-\tanh^2u$, the radius at face $i$ is

$$\rho_i=\frac{a}{\sqrt{1-s_i^2}}.$$

For small $s_i$, $\operatorname{artanh}s_i\approx s_i$, and $a\approx h\gamma_b/\Delta\gamma=r^*$. The cylinder is thus the leading-order result for a weak pull of the faces.

For equal shares, $s_1=s_2=0.05/0.6=1/12$, and

$$a=\frac{50\ \text{nm}}{2\operatorname{artanh}(1/12)}=299.30\ \text{nm},\qquad\rho_1=\rho_2=300.35\ \text{nm}.$$

The lean at each face is 4.8°. If the top face supplies the whole gain, $s_1=0$ and $s_2=1/6$. Then $a=297.2$ nm, at the bottom face, while the top radius is 301.4 nm and the lean there is 9.6°.

In both cases the balanced radii lie within 1% of 300 nm. A boundary energy that depends on the lean would change these angles and radii. As a test, the wall was cut into 30 slices and its summed energy made stationary directly. The waist and face radii agreed with these formulas to within 2 parts in $10^4$.

**(f)** The film is held at an equal biaxial strain $\varepsilon=0.2\%$ in both grains. Their biaxial moduli differ by $\Delta Y=100$ GPa. How does this change the critical radius?

**Model answer.** The biaxial modulus $Y$ is defined by $\sigma=Y\varepsilon$, for equal stress and strain along the two in-plane directions and no stress normal to the film. In a cubic crystal, equal strains give equal stresses if the film normal is along ⟨100⟩ or ⟨111⟩. For other orientations the two stresses generally differ, and $\sigma$ stands for their mean. Both directions do work, so the stored energy per volume is

$$\int_0^\varepsilon2Y\varepsilon'\,d\varepsilon'=Y\varepsilon^2.$$

The difference between the grains has the size

$$\Delta Y\,\varepsilon^2=(100\times10^9\ \text{Pa})(0.002)^2=0.40\ \text{MPa}.$$

Let $w$ be the energy per volume released when matrix becomes grain. It is positive if the grain has the smaller modulus. The volume $\pi r^2h$ adds $-\pi r^2hw$ to the energy:

$$E=2\pi rh\gamma_b-\pi r^2(\Delta\gamma+hw).$$

This has the form of part (a) with $\Delta\gamma$ replaced by $\Delta\gamma+hw$, so

$$r^*=\frac{h\gamma_b}{\Delta\gamma+hw}=\frac{\gamma_b}{\Delta\gamma/h+w}.$$

If strain helps the grain, $r^*=0.6/(2.4\times10^6)$ m $=250$ nm. If it opposes the grain, $r^*=0.6/(1.6\times10^6)$ m $=375$ nm. If the opposition reached 2.0 MPa, it would cancel the pull of the faces and leave no finite critical radius.

The estimate holds the strain equal in both grains. This requires a film bonded to a thick, stiff substrate and a grain several times wider than the film is thick. Even then it leaves out the uneven strain near the wall and any relief by plastic flow. In an unsupported film the strain differs throughout the grain. For an isotropic sheet held at its rim, with biaxial moduli of 160 and 260 GPa and Poisson ratio 0.34, the two radii become about 236 and 349 nm.

**(g)** Now let the matrix consist of many hexagonal columns, each $d=50$ nm wide between opposite sides, with boundaries of the same energy $\gamma_b$. Estimate the critical radius by spreading the old boundaries evenly over the film. What does the answer say about the threshold of part (b)?

**Model answer.** Let each hexagon have side $b$. Its perimeter is $6b$, but each side is shared by two columns, so one column owns the length $3b$. Its area consists of six triangles of base $b$ and height $d/2$, which makes $6\times\tfrac12b(d/2)=3bd/2$. The boundary length per film area is

$$\frac{3b}{3bd/2}=\frac2d.$$

A growing grain removes these boundaries. Each has height $h$, so the energy released per film area is $2h\gamma_b/d$. Dividing by $h$ gives the energy per volume

$$w=\frac{2\gamma_b}{d}=\frac{2\times0.6\ \text{J/m}^2}{50\times10^{-9}\ \text{m}}=24\ \text{MPa}.$$

This is twelve times the pull of the faces. With the formula of part (f),

$$r^*=\frac{0.6\ \text{J/m}^2}{(2+24)\times10^6\ \text{Pa}}=23.1\ \text{nm}.$$

More generally, $1/r^*=\Delta\gamma/(h\gamma_b)+2/d$. For $\Delta\gamma>0$ this exceeds $2/d$, so $r^*<d/2$: in this estimate the critical grain is narrower than its neighbours.

The value 23.1 nm should not be read as a precise threshold. Spreading the boundaries evenly makes sense for a grain that covers many columns, and a grain of this size does not. Even for a large grain the spreading overstates the pressure, because the wall meets the old boundaries at 120° junctions and bows between them. The von Neumann–Mullins law gives the area rate $m[\pi\gamma_b(n-6)/3+2\pi r\Delta\gamma/h]$ for a grain with $n$ neighbours. A circle crosses the old boundaries $(2/\pi)(2/d)$ times per length on average, so $n\approx8r/d$. This replaces $2\gamma_b/d=24$ MPa by $4\gamma_b/(3d)=16$ MPa and moves the balance to about 33 nm, which is larger than $d/2$. What both estimates show is that 300 nm is no longer the relevant radius. A grain much wider than its neighbours is driven to grow even if it is well below 300 nm.

Geometry tells when part (b) can apply. A grain of radius 300 nm fits inside one hexagonal matrix grain only if that grain is at least 600 nm wide.

**(h)** Return to the single matrix grain. The top face is free, with surface energy $\gamma_s=1.5$ J/m² on both sides of the wall, apart from the small difference already counted in $\Delta\gamma$. During an anneal a groove has formed where the wall meets this face. Suppose that the groove then stays fixed while the wall tries to move. Can the grain still grow? Compare the model with real interconnect films.

**Model answer.** At the root of the groove, the two surfaces slope at an angle $\varphi$ to the film plane. They pull the root upward with the force $2\gamma_s\sin\varphi$ per length, and the wall pulls it down with $\gamma_b$. Balance gives

$$\sin\varphi=\frac{\gamma_b}{2\gamma_s}=\frac{0.6}{3.0}=0.20,\qquad\varphi=11.5^\circ.$$

This takes the two slopes as equal, which is an approximation. With a vertical wall, a top-face energy difference of 0.05 J/m² would make them about 7° on the grain side and 16° on the matrix side. The estimate below keeps the symmetric groove.

If a vertical wall moves a small distance $x$ away from the root, its top end climbs the groove side by $x\tan\varphi$. The wall becomes taller, at an energy cost $\gamma_bx\tan\varphi$ per length. The groove therefore holds the wall with the force per length

$$g=\gamma_b\tan\varphi=0.12\ \text{J/m}^2.$$

The force per length that drives growth is $hP=\Delta\gamma-h\gamma_b/r$, for a groove much shallower than the film. Growth requires

$$\Delta\gamma-\frac{h\gamma_b}{r}>g.$$

The left side is less than $\Delta\gamma=0.10$ J/m² at every radius, while $g=0.12$ J/m². In this estimate the fixed groove stops growth at all radii. It does not stop all motion: the groove also resists shrinkage, but a small enough grain still shrinks, because its curvature force $h\gamma_b/r$ exceeds $\Delta\gamma+g$.

The margin against growth is thin. The holding force falls below $\Delta\gamma$ once $\gamma_s$ exceeds about 1.8 J/m². With $\gamma_s=2$ J/m², $g=0.091$ J/m², and the same estimate lets grains with radii above about 3 μm grow.

A fixed groove is a limiting case. If atoms diffuse quickly along the surface, the groove can change shape and follow the wall, and the static force $g$ no longer describes the resistance. The threshold of 300 nm assumes that no fixed groove holds the wall, for instance because a cap layer keeps the faces flat. Under a cap layer, $\Delta\gamma$ must be formed from the energies of the metal's interfaces with its neighbouring layers.

*Comparison with real films.* The boundary and surface energies used here are round numbers of the size found for copper: several tenths of a J/m² for a general grain boundary, and one to two J/m² for a free surface. The gain $\Delta\gamma$ is the least certain input, since it depends on both orientations and on the adjoining layers. With $h$ and $\gamma_b$ held fixed, halving it doubles $r^*$. The assumption most easily broken is the single matrix grain. Films can start with grains only tens of nanometres wide, and part (g) shows that for 50 nm columns the estimate falls from 300 nm to a few tens of nanometres. In a narrow line the side walls of the trench also matter, and the cylindrical geometry itself may fail.

The main values are listed in the numerical output.

## Computed results

```
Film thickness: 50 nm
Boundary energy: 0.6 J/m^2
Gain of both faces together: 0.1 J/m^2
Critical radius, formula: 300.0 nm
Critical radius, prism maximum: 300.00 nm
Radius where total energy is zero: 600.0 nm
Outward pressure at 200 nm: -1.00 MPa
Outward pressure at 300 nm: 0.00 MPa
Outward pressure at 400 nm: 0.50 MPa
Face-energy driving pressure: 2.00 MPa
Barrier: 2.827e-14 J
Barrier: 1.765e+05 eV
Temperature: 700 K
Thermal energy kT: 0.0603 eV
Barrier divided by kT: 2.93e+06
Leaning wall, equal split, waist radius: 299.30 nm
Leaning wall, equal split, top radius: 300.35 nm
Leaning wall, equal split, top lean: 4.78 degrees
Leaning wall, one face only, waist radius: 297.20 nm
Leaning wall, one face only, top radius: 301.42 nm
Leaning wall, one face only, top lean: 9.59 degrees
Biaxial strain: 0.2 %
Biaxial modulus difference: 100 GPa
Strain-energy difference: 0.40 MPa
Critical radius, strain helps: 250.0 nm
Critical radius, strain opposes: 375.0 nm
Matrix grain width: 50 nm
Matrix boundary length per area, formula: 0.0400 1/nm
Matrix boundary length per area, counted: 0.0400 1/nm
Pressure from matrix boundaries: 24.0 MPa
Mean-field critical radius, fine matrix: 23.1 nm
Surface energy for groove estimate: 1.5 J/m^2
Groove root angle: 11.54 degrees
Holding force of one frozen groove: 0.1225 J/m^2
```
